**Fully depleted junctionless wire and double-gate slab**

At equal donor density $N$, permittivity $\kappa$ and centre-to-surface potential drop $V$, a just fully depleted wire has radius $R=\sqrt2\,a$, where $a$ is the half-thickness of the slab. The program sums the drops from Coulomb's law for charged sheets and lines, finds both sizes by root search, and asserts that their ratio is $\sqrt2$ within the accuracy of the grid. A finite-volume Poisson solution tests the body drops, insulator drops and surface fields, and matrix diagonalization tests the confinement levels. The solver with Fermi-Dirac electrons is tested in the limit where electrons are negligible. For silicon with $N=10^{19}\ {\rm cm^{-3}}$ and $V=0.5$ eV, the output gives $a=8.04$ nm and $R=11.37$ nm. The ratio becomes 1.64 at equal total gate swing with 2 nm of oxide, 1.402 at a central density of $0.1N$, and 1.445 in a simple estimate with confinement. The output also sizes surface holes, oxide tunnelling, the drain voltage that opens band-to-band tunnelling, and the spread in donor number.

## Program and output

```python
# Result under test: at equal donor density N and equal centre-to-surface
# potential drop V, a just fully depleted round wire has radius
# R = sqrt(2) * a, where a is the half-thickness of a double-gate slab.
# Atomic units inside: Laplacian(phi) = -4 pi N / kappa.
# dim = 1 means slab, dim = 2 means wire; "size" means a or R.
# u = electron energy measured from its value in neutral material.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
BOHR_CM = BOHR_NM * 1e-7
FIELD = HARTREE / BOHR_CM / 1e6          # atomic unit of field in MV/cm
KB = const.k / const.e / HARTREE         # hartree per kelvin

# Rough typical values for a silicon junctionless transistor
doping_cm3, drop_ev, oxide_nm, gate_nm = 1e19, 0.5, 2.0, 20.0
kappa, kappa_ox, gap_ev = 11.7, 3.9, 1.12
m_long, m_trans, m_hole = 0.92, 0.19, 0.81
barrier_ev, m_oxide = 3.1, 0.4

N = doping_cm3 * BOHR_CM**3
V = drop_ev / HARTREE
t_ox = oxide_nm / BOHR_NM
c = 4 * np.pi * N / kappa

# Derived formulas
a = np.sqrt(V * kappa / (2 * np.pi * N))
R = np.sqrt(V * kappa / (np.pi * N))
field_slab = 4 * np.pi * N * a / kappa
field_wire = 2 * np.pi * N * R / kappa


def oxide_drop(dim, size):
    if dim == 1:
        return 4 * np.pi * N * size * t_ox / kappa_ox
    return 2 * np.pi * N * size**2 * np.log(1 + t_ox / size) / kappa_ox


# Test 1: drops summed from Coulomb's law, sizes found by root search
def coulomb_slab(size):
    x = ((np.arange(2000) + 0.5) / 1000 - 1) * size
    sheets = np.abs(size - x) - np.abs(x)
    return 2 * np.pi * N / kappa * np.sum(sheets) * size / 1000


nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2
angles = 2 * np.pi * np.arange(400) / 400


def coulomb_wire(size):
    r = size * nodes[:, None]
    to_surface = np.abs(size - r * np.exp(1j * angles)[None, :])
    lines = np.log(to_surface) - np.log(r)
    area = size * weights[:, None] * r * 2 * np.pi / 400
    return 2 * N / kappa * np.sum(lines * area)


a_coulomb = brentq(lambda s: coulomb_slab(s) - V, 10, 2000)
R_coulomb = brentq(lambda s: coulomb_wire(s) - V, 10, 2000)
assert abs(a_coulomb / a - 1) < 1e-6
assert abs(R_coulomb / R - 1) < 2e-4     # angular grid near the rim
assert abs(R_coulomb / a_coulomb / np.sqrt(2) - 1) < 2e-4


# Test 2: finite-volume Poisson solution through body and oxide
def grid_poisson(dim, size, n=2000):
    body = np.linspace(0, size, n + 1)
    oxide = size + np.linspace(0, t_ox, n // 2 + 1)[1:]
    r = np.concatenate([body, oxide])
    mid = (r[1:] + r[:-1]) / 2
    eps = np.where(mid < size, kappa, kappa_ox)
    link = eps * mid**(dim - 1) / np.diff(r)
    faces = np.concatenate([[0.0], mid, [r[-1]]])
    volume = np.diff(np.minimum(faces, size)**dim) / dim
    m = len(r) - 1                       # the last node is the gate
    band = np.zeros((3, m))
    band[1] = link
    band[1, 1:] += link[:-1]
    band[0, 1:] = -link[:-1]
    band[2, :-1] = -link[:-1]
    phi = solve_banded((1, 1), band, 4 * np.pi * N * volume[:m])
    surface_field = (phi[n - 1] - phi[n]) / (size / n)
    return phi[0] - phi[n], phi[n], surface_field


for dim, size, field in ((1, a, field_slab), (2, R, field_wire)):
    body_v, oxide_v, grid_field = grid_poisson(dim, size)
    assert abs(body_v / V - 1) < 1e-5
    assert abs(oxide_v / oxide_drop(dim, size) - 1) < 1e-5
    assert abs(grid_field / field - 1) < 1e-3   # half a cell inside

# Equal total gate swing instead of equal body drop
swing = V + oxide_drop(1, a)
R_swing = brentq(lambda s: np.pi * N * s**2 / kappa
                 + oxide_drop(2, s) - swing, 0.1 * a, 10 * a)
check = grid_poisson(2, R_swing)
assert abs((check[0] + check[1]) / swing - 1) < 1e-5
assert R_swing > R
body_drop_swing = check[0]

# Confinement levels in the depleted, harmonic body
E_slab = np.sqrt(c / m_long) / 2
E_wire = (np.sqrt(c / (2 * m_long)) + np.sqrt(c / (2 * m_trans))) / 2


def slab_level(size, n=1000):
    x = np.linspace(-size, size, n + 2)[1:-1]
    h = x[1] - x[0]
    main = 1 / (m_long * h**2) + c * x**2 / 2
    side = np.full(n - 1, -1 / (2 * m_long * h**2))
    return eigh_tridiagonal(main, side, select="i",
                            select_range=(0, 0))[0][0]


def wire_level(size, n=91):
    x = np.linspace(-size, size, n + 2)[1:-1]
    h = x[1] - x[0]
    second = diags([np.ones(n - 1), -2 * np.ones(n), np.ones(n - 1)],
                   [-1, 0, 1]) / h**2
    one = identity(n)
    kinetic = -(kron(second, one) / (2 * m_long)
                + kron(one, second) / (2 * m_trans))
    r2 = (x[:, None]**2 + x[None, :]**2).ravel()
    keep = np.flatnonzero(r2 < size**2)
    H = (kinetic + diags([c * r2 / 4], [0])).tocsr()[keep][:, keep]
    return eigsh(H.tocsc(), k=1, sigma=0, which="LM",
                 return_eigenvectors=False)[0]


E_slab_grid, E_wire_grid = slab_level(a), wire_level(R)
assert abs(E_slab_grid / E_slab - 1) < 2e-3
assert abs(E_wire_grid / E_wire - 1) < 1e-2     # coarse plane grid
assert abs(slab_level(1.2 * a) / E_slab_grid - 1) < 2e-3
assert abs(wire_level(1.2 * R) / E_wire_grid - 1) < 1e-2
ratio_confined = np.sqrt(2 * (V + E_wire) / (V + E_slab))

# Mobile electrons: Fermi-Dirac statistics in six silicon valleys
x_fd = np.linspace(0, 8, 321)


def fermi_half(eta):
    f = x_fd**2 / (1 + np.exp(x_fd**2 - eta))
    return 4 / np.sqrt(np.pi) * np.sum(f) * (x_fd[1] - x_fd[0])


def electron_model(T):
    kT = KB * T
    Nc = 12 * np.sqrt(m_trans**2 * m_long) * (kT / (2 * np.pi))**1.5
    eta = brentq(lambda e: Nc * fermi_half(e) / N - 1, -15, 10)
    return kT, eta, lambda u: Nc * fermi_half(eta - u / kT) / N


def size_from_centre(dim, u0, fraction):
    r0 = 1e-2
    bend = c * (1 - fraction(u0)) / dim

    def slope(r, y):
        return [y[1], c * (1 - fraction(y[0])) - (dim - 1) * y[1] / r]

    def at_surface(r, y):
        return y[0] - V
    at_surface.terminal = True
    sol = solve_ivp(slope, (r0, 30 * R), [u0 + bend * r0**2 / 2, bend * r0],
                    events=at_surface, rtol=1e-8, atol=1e-14)
    return sol.t_events[0][0]


thermal = {}
for T in (300, 400):
    kT, eta, fraction = electron_model(T)
    left = []
    for dim, size in ((1, a), (2, R)):
        u0 = brentq(lambda u: size_from_centre(dim, u, fraction) - size,
                    1e-4 * kT, 10 * kT, xtol=1e-9)
        left.append(fraction(u0))
    u10 = brentq(lambda u: fraction(u) - 0.1, 0, 10 * kT)
    s10 = [size_from_centre(dim, u10, fraction) for dim in (1, 2)]
    thermal[T] = (left, s10, eta, kT)
    assert abs(s10[1] / s10[0] / np.sqrt(2) - 1) < 0.02

# Solver check: nearly empty body must follow the carrier-free parabola
fraction_300 = electron_model(300)[2]
for dim in (1, 2):
    empty = size_from_centre(dim, 0.8 * V, fraction_300)
    assert abs(empty / np.sqrt(2 * dim * 0.2 * V / c) - 1) < 1e-4

# Surface holes, oxide tunnelling, drain tunnelling window, dopant number
eta, kT = thermal[300][2:]
Nv = 2 * (m_hole * kT / (2 * np.pi))**1.5
holes = Nv * np.exp(-(gap_ev / HARTREE + eta * kT - V) / kT)
assert holes / N < 1e-6
V_ox = oxide_drop(1, a)
action = quad(lambda x: np.sqrt(2 * m_oxide * (barrier_ev / HARTREE
              - V_ox * x / t_ox)), 0, t_ox)[0]
tunnel = np.exp(-2 * action)
drain_window = gap_ev - drop_ev
dopants = N * np.pi * R**2 * gate_nm / BOHR_NM
spread = 1 / np.sqrt(dopants)

print(f"Donor density: {doping_cm3:.1e} cm^-3")
print(f"Body drop (electron energy): {drop_ev:.2f} eV")
print(f"Permittivity: silicon {kappa}, oxide {kappa_ox}")
print(f"Oxide thickness: {oxide_nm:.1f} nm; gate length: {gate_nm:.0f} nm")
print(f"Silicon gap: {gap_ev:.2f} eV")
print(f"Electron masses: long {m_long}, trans {m_trans} m_e")
print(f"Hole density-of-states mass: {m_hole} m_e")
print(f"Oxide barrier: {barrier_ev} eV; oxide mass: {m_oxide} m_e")
print(f"Slab half-thickness a: {a*BOHR_NM:.3f} nm = {a*BOHR_NM*10:.2f} A")
print(f"Wire radius R: {R*BOHR_NM:.3f} nm = {R*BOHR_NM*10:.2f} A")
print(f"Slab thickness 2a: {2*a*BOHR_NM:.2f} nm")
print(f"Wire diameter 2R: {2*R*BOHR_NM:.2f} nm")
print(f"a from Coulomb sum: {a_coulomb*BOHR_NM:.3f} nm")
print(f"R from Coulomb sum: {R_coulomb*BOHR_NM:.3f} nm")
print(f"Ratio R/a from Coulomb sums: {R_coulomb/a_coulomb:.4f}")
print(f"Square root of two: {np.sqrt(2):.4f}")
print(f"Surface field, slab: {field_slab*FIELD:.3f} MV/cm")
print(f"Surface field, wire: {field_wire*FIELD:.3f} MV/cm")
print(f"Oxide drop, slab: {V_ox*HARTREE:.3f} eV")
print(f"Oxide drop, wire: {oxide_drop(2, R)*HARTREE:.3f} eV")
print(f"Total gate swing, slab: {swing*HARTREE:.3f} eV")
print(f"Wire radius at that swing: {R_swing*BOHR_NM:.2f} nm")
print(f"Wire body drop at that swing: {body_drop_swing*HARTREE:.3f} eV")
print(f"Ratio R/a at equal gate swing: {R_swing/a:.3f}")
print(f"Confinement level, slab formula: {E_slab*HARTREE:.4f} eV")
print(f"Confinement level, slab grid: {E_slab_grid*HARTREE:.4f} eV")
print(f"Confinement level, wire formula: {E_wire*HARTREE:.4f} eV")
print(f"Confinement level, wire grid: {E_wire_grid*HARTREE:.4f} eV")
print(f"Ratio R/a with confinement: {ratio_confined:.3f}")
for T, (left, s10, eta_T, kT_T) in thermal.items():
    print(f"{T} K: thermal energy {kT_T*HARTREE:.4f} eV")
    print(f"{T} K: neutral Fermi level - band edge "
          f"{eta_T*kT_T*HARTREE:.4f} eV")
    print(f"{T} K: centre density/N, slab of a: {left[0]:.3f}")
    print(f"{T} K: centre density/N, wire of R: {left[1]:.3f}")
    print(f"{T} K: slab half-thickness for 10% at centre: "
          f"{s10[0]*BOHR_NM:.2f} nm")
    print(f"{T} K: wire radius for 10% at centre: {s10[1]*BOHR_NM:.2f} nm")
    print(f"{T} K: ratio of these sizes: {s10[1]/s10[0]:.4f}")
print(f"Surface hole density, 300 K: {holes/BOHR_CM**3:.1e} cm^-3")
print(f"Oxide field, slab: {V_ox/t_ox*FIELD:.2f} MV/cm")
print(f"WKB factor through oxide, slab: {tunnel:.1e}")
print(f"Drain voltage opening band-to-band window: {drain_window:.2f} V")
print(f"Donors in wire under gate: {dopants:.0f}")
print(f"Relative spread of donor number: {100*spread:.1f} %")
print(f"Resulting spread of depleted radius: {50*spread:.1f} %")
print("all good")
```

Running it gives:

```
Donor density: 1.0e+19 cm^-3
Body drop (electron energy): 0.50 eV
Permittivity: silicon 11.7, oxide 3.9
Oxide thickness: 2.0 nm; gate length: 20 nm
Silicon gap: 1.12 eV
Electron masses: long 0.92, trans 0.19 m_e
Hole density-of-states mass: 0.81 m_e
Oxide barrier: 3.1 eV; oxide mass: 0.4 m_e
Slab half-thickness a: 8.041 nm = 80.41 A
Wire radius R: 11.372 nm = 113.72 A
Slab thickness 2a: 16.08 nm
Wire diameter 2R: 22.74 nm
a from Coulomb sum: 8.041 nm
R from Coulomb sum: 11.372 nm
Ratio R/a from Coulomb sums: 1.4142
Square root of two: 1.4142
Surface field, slab: 1.244 MV/cm
Surface field, wire: 0.879 MV/cm
Oxide drop, slab: 0.746 eV
Oxide drop, wire: 0.486 eV
Total gate swing, slab: 1.246 eV
Wire radius at that swing: 13.21 nm
Wire body drop at that swing: 0.675 eV
Ratio R/a at equal gate swing: 1.643
Confinement level, slab formula: 0.0179 eV
Confinement level, slab grid: 0.0179 eV
Confinement level, wire formula: 0.0405 eV
Confinement level, wire grid: 0.0405 eV
Ratio R/a with confinement: 1.445
300 K: thermal energy 0.0259 eV
300 K: neutral Fermi level - band edge -0.0228 eV
300 K: centre density/N, slab of a: 0.218
300 K: centre density/N, wire of R: 0.300
300 K: slab half-thickness for 10% at centre: 7.67 nm
300 K: wire radius for 10% at centre: 10.75 nm
300 K: ratio of these sizes: 1.4019
400 K: thermal energy 0.0345 eV
400 K: neutral Fermi level - band edge -0.0468 eV
400 K: centre density/N, slab of a: 0.237
400 K: centre density/N, wire of R: 0.311
400 K: slab half-thickness for 10% at centre: 7.52 nm
400 K: wire radius for 10% at centre: 10.54 nm
400 K: ratio of these sizes: 1.4017
Surface hole density, 300 K: 1.7e+09 cm^-3
Oxide field, slab: 3.73 MV/cm
WKB factor through oxide, slab: 5.2e-10
Drain voltage opening band-to-band window: 0.62 V
Donors in wire under gate: 81
Relative spread of donor number: 11.1 %
Resulting spread of depleted radius: 5.5 %
all good
```
